Why Halving Interlayer k Need Not Halve Interconnect Delay

Suppose a signal takes 74.7 ps to cross a wire, and the insulator around the wire is replaced by one with half the relative permittivity k. A timing budget that simply halves the delay allows 37.3 ps. In the example worked out below, the signal arrives after 54.2 ps, which is 45% later than the budget allows. Nothing is wrong with the new insulator. The error lies in the step from "k is halved" to "the delay is halved".

**The belief and its appeal**

The belief rests on two sound facts. The capacitance of conductors embedded in one uniform dielectric is proportional to k, and the time needed to charge a capacitance C through a resistance R is proportional to RC. If k is halved and R is unchanged, RC is halved.

The argument fails when C contains parts that do not follow the interlayer k. There are two such parts here: the capacitance of the transistors at the ends of the wire, and the field energy stored in other dielectrics, such as a cap layer on top of the metal. Driver resistance does not belong on this list. It is not a capacitance, and by itself it does not prevent the delay from halving.

**What is being compared**

A driver, modelled as a linear resistance R_d, applies a voltage step to a uniform wire of length ℓ. The wire has total resistance R_w and total capacitance C_w. The driver's own output capacitance is C_p, and the receiving transistors add C_L at the far end. Inductance and leakage are neglected. When k changes, the geometry, the resistances, C_p and C_L stay fixed. A prime marks a quantity after the change.

Every second wire in the layer switches, all in the same way, while the wires between are held at ground. Metal layers above and below are represented by grounded planes. All of C_w is then capacitance to a fixed potential. Other switching patterns would need their own capacitances. Holding the wires between at ground along their whole length is an idealization. A real quiet neighbour is as resistive as the switching wire and is held only through its own driver, so its potential moves during the transition. With neighbours identical to the switching wire, the 50% delay ratio of the example below becomes about 0.77 instead of 0.726.

**How much the wire capacitance falls**

Let γ be the wire capacitance per unit length, so that C_w = γℓ. Let φ be the potential divided by the step height: φ = 1 on the switching wire and φ = 0 on the grounded conductors. Equating the stored energy γV²/2 to the field energy gives

γ = ∫ ε|∇φ|² dA,

where ε = ε₀k varies from region to region and the integral covers a cross-section containing one switching wire.

The true potential makes this integral a minimum. To see this, add a trial error η that vanishes on all conductors:

∫ ε|∇(φ + η)|² dA = ∫ ε|∇φ|² dA + 2∫ ε∇φ·∇η dA + ∫ ε|∇η|² dA.

Since ∇·(ε∇φ) = 0 in the insulator, the middle integrand is ε∇φ·∇η = ∇·(ηε∇φ), and its integral becomes a boundary term. That term is zero on the conductors because η = 0 there, and zero on the mirror planes at the sides because the normal derivative of φ vanishes there. At interfaces between dielectrics the normal component of ε∇φ is continuous, so the contributions from the two sides cancel. The last integral cannot be negative, so any trial potential gives at least γ.

Now halve ε in the interlayer region alone. Everywhere ε′ ≥ ε/2, so with the new potential φ′

γ′ = ∫ ε′|∇φ′|² dA ≥ ½ ∫ ε|∇φ′|² dA ≥ ½γ.

The last step holds because φ′ is a valid trial potential for the old problem. The first inequality becomes an equality only if there is no field in the unchanged dielectric.

An upper bound follows by using the old potential as a trial for the new problem. Let p be the fraction of the old field energy that lies in the interlayer region. Halving ε there removes half of that fraction:

γ′ ≤ ∫ ε′|∇φ|² dA = (1 − p/2)γ.

With c = γ′/γ = C_w′/C_w, the two results are

½ ≤ c ≤ 1 − p/2.

The fraction p also gives the response to a small change of k. Because φ minimizes the integral, its own small readjustment does not alter γ to first order. Only the explicit change of ε counts, so dγ = pγ dk/k, or p = d ln γ/d ln k.

For the example, take wires 50 nm wide, 100 nm thick and 50 nm apart, with grounded planes 100 nm below and above them. A continuous 20 nm cap layer with k = 6 lies on top of the wires. The rest of the insulator goes from k = 4 to k = 2. These are round model parameters, not those of a named material. A numerical solution of the field equation gives

γ = 0.265 fF/µm, γ′ = 0.150 fF/µm, c = 0.568.

On a grid twice as coarse, the two capacitances change by about 0.2% and 0.3%. The third digits quoted here and below, including those of p and of the delays, can therefore shift by a unit or two. On a mesh refined at the wire corners the values settle near γ = 0.264 fF/µm, γ′ = 0.150 fF/µm and c = 0.5675, with interlayer shares of 0.852 and 0.775, and the delays fall by about 0.1 ps. The interlayer region held p = 0.851 of the original energy, so the bounds require c to lie between 0.500 and 0.574, as it does. After the change the interlayer share is 0.773. A further 1% reduction in k would then lower the wire capacitance by about 0.77%, compared with 0.85% at the start.

**From capacitance to delay**

Let v(t) be the far-end voltage divided by the step height. A convenient measure of delay is the Elmore delay, the time integral of the part of the step that has not yet arrived:

T = ∫₀^∞ [1 − v(t)] dt.

At any instant, 1 − v is the sum of the voltage drops along the path from source to far end, each a resistance times the current through it. Integrated over time, the current through a resistance is the charge that has passed through it. That charge has filled all the capacitance beyond it to the full step height. Each resistance therefore contributes its value times the capacitance downstream of it.

Downstream of the driver resistance lies everything, C_p + C_w + C_L. Downstream of a wire element at distance x, with resistance R_w dx/ℓ, lie the remaining wire and the receiver, C_w(1 − x/ℓ) + C_L. Hence

T = R_d(C_p + C_w + C_L) + (R_w/ℓ) ∫₀^ℓ [C_w(1 − x/ℓ) + C_L] dx.

The integral of 1 − x/ℓ from 0 to ℓ is ℓ/2, so

T = R_d(C_p + C_w + C_L) + R_w(C_w/2 + C_L).

When k changes, only C_w changes in this expression. Subtracting the new delay from the old one leaves

T − T′ = (C_w − C_w′)(R_d + R_w/2) = (1 − c)C_w(R_d + R_w/2).

Define the wire share of the old delay as

s = C_w(R_d + R_w/2)/T.

Dividing the difference by T then gives

T′/T = 1 − s(1 − c).

Since s ≤ 1 and 1 − c ≤ ½, the product s(1 − c) can reach ½ only if s = 1 and c = ½. The Elmore delay halves only when no transistor capacitance contributes to it and the whole wire capacitance halves.

**The numbers for one wire**

Let the wire be 100 µm long, with a metal resistivity of 5×10⁻⁸ Ω m. Its resistance is

R_w = (5×10⁻⁸ Ω m)(10⁻⁴ m)/[(5×10⁻⁸ m)(10⁻⁷ m)] = 1000 Ω = 1 kΩ.

Its capacitance falls from 26.46 fF to 15.03 fF. Choose R_d = 2 kΩ, C_p = 4 fF and C_L = 10 fF. Since 1 kΩ times 1 fF is 1 ps, the terms in the order R_dC_p, R_dC_w, R_dC_L, R_wC_w/2, R_wC_L are

T = 8.00 + 52.91 + 20.00 + 13.23 + 10.00 = 104.14 ps,

T′ = 8.00 + 30.06 + 20.00 + 7.51 + 10.00 = 75.57 ps.

The hundredths are kept only so that the sums can be followed; the grid error in the capacitances is larger than that. The second and fourth terms have shrunk; the other three, 38 ps in all, have not. The wire share is s = (52.91 + 13.23)/104.14 = 0.635, and the formula gives

T′/T = 1 − 0.635 × (1 − 0.568) = 0.726.

The time at which the far end reaches half its final voltage is a different measure of delay. Calculated from the full step response of the network, it falls from 74.7 ps to 54.2 ps. Its ratio is also 0.726 to three digits. This close agreement is a feature of the example; the Elmore formula does not guarantee it.

The two causes can be separated by computing the 50% delay ratio with each one removed:

No transistor capacitance, all k halved: 0.500
No transistor capacitance, cap layer unchanged: 0.568
Transistor capacitance kept, all k halved: 0.683
Transistor capacitance kept, cap layer unchanged: 0.726

For this wire the transistors are the larger obstacle. Without them the ratio equals c, because every capacitance in the network is then multiplied by the same factor.

**What driver resistance does**

Divide the wire into many short sections. Node j has capacitance C_j to ground and is joined to its neighbours m by conductances g_jm; the source counts as a neighbour of the first node. Charge conservation reads

C_j dv_j/dt = Σ_m g_jm(v_m − v_j),

with the source at 1 after the step and all other nodes initially at 0. Suppose every C_j is halved. Try w_j(t) = v_j(2t). Its time derivative is twice that of v_j, evaluated at time 2t, so

(C_j/2) dw_j/dt = C_j (dv_j/dt at 2t) = Σ_m g_jm(w_m − w_j).

This is the equation of the new network, with the same initial values. The whole waveform runs twice as fast, and the delay halves at every threshold. Driver resistance enters through one of the conductances, and no condition was placed on its value. Tests with R_d = 0.2, 2 and 20 kΩ, without transistor capacitance and with all k halved, confirm the factor of one half for the 50% delay.

Driver resistance matters only as a weight, when some capacitances change and others do not. To see which way it acts, take the reciprocal of s:

1/s = 1 + [R_d(C_p + C_L) + R_wC_L]/[C_w(R_d + R_w/2)].

The numerator can be rewritten by adding and subtracting R_dC_L:

R_d(C_p + C_L) + R_wC_L = 2C_L(R_d + R_w/2) + R_d(C_p − C_L).

Therefore

1/s = 1 + 2C_L/C_w + [(C_p − C_L)/C_w] × R_d/(R_d + R_w/2).

The last fraction rises from 0 to 1 as R_d grows from zero to values far above R_w. So s goes from C_w/(C_w + 2C_L) to C_w/(C_w + C_p + C_L). If C_p < C_L, a larger driver resistance raises s and lowers the Elmore ratio, so the low-k change shortens the Elmore delay by a larger fraction. If C_p > C_L, it raises the ratio. If C_p = C_L, it has no influence on the Elmore ratio. The 50% delay need not follow this rule when C_p and C_L are of similar size: with C_p = 7 fF and C_L = 10 fF its ratio first rises and then falls as R_d grows.

With C_L = 10 fF and R_d = 0.2, 2 and 20 kΩ in turn, the Elmore ratios show all three cases:

C_p = 4 fF: 0.745, 0.726, 0.719
C_p = 10 fF: 0.754, 0.754, 0.754
C_p = 20 fF: 0.768, 0.790, 0.797

Here R_d varies while C_p is held fixed. If a different driver changes both, both new values must be used.

**Could the 50% delay still halve?**

The Elmore delay is an average over the whole response, so its ratio alone does not settle what happens at the 50% point. A comparison of waveforms does.

Let w_j(t) = v_j(2t) again be the response with every capacitance halved, and let v_j′(t) be the actual new response. The actual capacitances satisfy C_j′ ≥ C_j/2, since the transistor parts are unchanged and c ≥ ½. For the difference d_j = w_j − v_j′, the two network equations give

C_j′ dd_j/dt = (C_j′ − C_j/2) dw_j/dt + Σ_m g_jm(d_m − d_j),

with d = 0 at the source and d_j = 0 at the start.

First, dw_j/dt is never negative. Differentiating the equation for w shows that these rates obey the same network equation with the source value set to zero. They start positive at the first node and zero elsewhere. A node at zero whose neighbours are not negative receives current or none, so it cannot be driven below zero.

The first term on the right of the equation for d_j is therefore a current that is never negative. By the same reasoning, d_j starts at zero and cannot become negative. Hence

v_j′(t) ≤ v_j(2t).

The new response never leads the old one run at double speed, so it cannot reach 50%, or any other threshold, in less than half the old time.

For R_d > 0, exact halving is excluded too if any capacitance fails to halve. (At R_d = 0 the source holds the first node directly and C_p plays no part.) After the start, dw_j/dt is positive at every node, because the positive rate at the first node spreads through the resistances. The extra current is then positive wherever C_j′ > C_j/2, and it spreads in the same way, making d_j positive at every node. The new response is strictly behind, so its delay is more than half the old one. A direct comparison of the two far-end waveforms in the example, over five old Elmore delays, agrees with this.

**Short and long wires**

Both R_w and C_w are proportional to ℓ. On a very short wire, C_w is small beside C_p and C_L, so s tends to 0 and the Elmore ratio tends to 1. On a very long wire, the term R_wC_w/2 grows as ℓ² and outweighs the others, which grow at most as ℓ. Then s tends to 1 and the ratio tends to c.

The computed 50% delays follow the same pattern. Their ratio is 0.992 at 1 µm, 0.932 at 10 µm, 0.726 at 100 µm, 0.596 at 1000 µm and 0.571 at 10000 µm. The last value is close to c = 0.568, not to 0.5. On a single unbroken wire with ideally grounded neighbours, length removes the influence of the transistors, but not that of the cap layer, which accompanies the wire along its whole length. Long wires in practice are cut into segments by repeaters, and then the transistors recur in every segment. Let a repeater of size h have R_d/h, hC_p and hC_L. Multiplying h by √c and dividing the segment length by √c leaves every product of a resistance and a capacitance in a segment unchanged. The delay per unit length of an optimally repeated wire therefore falls only by √c = 0.754.

These results describe a change of k with everything else held fixed, for an ideal step input. An input with a finite rise time brings a time scale that does not follow k. With a 50 ps ramp, the 100 µm wire without transistor capacitance and with all k halved has a ratio of about 0.55 rather than 0.500, with the delay measured from the midpoint of the ramp. If the new insulator also requires a different cap layer, wire cross-section or driver, the changed capacitances and resistances must be entered in T, and the lower limit of one half no longer follows from the argument given here. The values behind the example are listed in the numerical output.

Computed results

```
Wire width, spacing, thickness: 50, 50, 100 nm
Gap to plane below, above: 100, 100 nm
Cap layer: 20 nm, k = 6.0
Interlayer k old, new: 4.0, 2.0
Strip check C/eps0 numeric, analytic: 3.7498, 3.7511
Wire capacitance old: 0.2646 fF/um
Wire capacitance new: 0.1503 fF/um
Same on coarser grid old, new: 0.2652, 0.1508 fF/um
Capacitance ratio c: 0.5681
Interlayer energy share p old, new: 0.8513, 0.7728
Sensitivity dlnC/dlnk at old k: 0.8513
Upper bound 1 - p/2: 0.5744
Resistivity: 5.0e-08 ohm m
Wire length: 100 um
Wire resistance Rw: 1.000 kohm
Driver resistance Rd: 2.000 kohm
Driver output Cp, receiver CL: 4.0, 10.0 fF
Total wire capacitance old, new: 26.46, 15.03 fF
Elmore term Rd*Cp old, new: 8.00, 8.00 ps
Elmore term Rd*Cw old, new: 52.91, 30.06 ps
Elmore term Rd*CL old, new: 20.00, 20.00 ps
Elmore term Rw*Cw/2 old, new: 13.23, 7.51 ps
Elmore term Rw*CL old, new: 10.00, 10.00 ps
Elmore delay old, new: 104.14, 75.57 ps
Wire share s of old Elmore delay: 0.6351
Elmore ratio new/old: 0.7257
50% delay old, new: 74.68, 54.22 ps
Half of old 50% delay: 37.34 ps
50% ratio, no loads, all k halved: 0.5000
50% ratio, no loads, cap layer kept: 0.5681
50% ratio, loads kept, all k halved: 0.6827
50% ratio, loads and cap layer kept: 0.7260
Elmore ratio, Cp = 4 fF, Rd = 0.2, 2, 20 kohm: 0.7446, 0.7257, 0.7186
Elmore ratio, Cp = 10 fF, Rd = 0.2, 2, 20 kohm: 0.7540, 0.7540, 0.7540
Elmore ratio, Cp = 20 fF, Rd = 0.2, 2, 20 kohm: 0.7683, 0.7902, 0.7967
50% ratio at length 1 um: 0.9920
50% ratio at length 10 um: 0.9319
50% ratio at length 100 um: 0.7260
50% ratio at length 1000 um: 0.5963
50% ratio at length 10000 um: 0.5713
```
